**Differential equation in $R$ for the two-centre two-electron exponential integral**

The integral $f(R)=R\int\frac{d^3r_1}{4\pi}\frac{d^3r_2}{4\pi}\,e^{-ar_{1A}-br_{1B}-pr_{2A}-qr_{2B}-cr_{12}}/(r_{1A}r_{1B}r_{2A}r_{2B}r_{12})$, with $R$ the internuclear distance in Hartree atomic units, obeys $[\sigma_4D^2RD^2+\sigma_2DRD+\sigma_0R]f=F$, where $D=d/dR$, the $\sigma_k$ are polynomials in the exponents and $F$ is built from exponentials, $E_1$ and $\mathrm{Ein}$. For $a=b=u$, $p=q=w$, $c=0$ it has a closed form in $E_1$, $\ln$ and Euler's constant. The program asserts symbolically the determinant, cofactor and indicial identities, and numerically the auxiliary integral $H$ against its definition, its differential equation and its Laplace transform. A four-dimensional trapezoid quadrature of a Gaussian-transform representation supplies $f$, its $R$ derivatives and its Laplace transform $g(t)$, against which the three integration-by-parts rows, the equation in $t$ and the equation in $R$ (three parameter sets, one with $c=0$) are asserted, the rows and the equation in $t$ to $10^{-6}$ times the numerical value of $g$ in atomic units, and the equation in $R$ to $10^{-6}$ of its largest left-side term. The James-Coolidge form is asserted against that quadrature, a spheroidal-shell integral, the limiting equation $F/c^2\to F_0$ and its small-$R$ behaviour $I_0R+R^2\ln R$. The output shows both sides of the general equation at $-0.02639263$ bohr$^{-3}$, and $f=0.04430136$ bohr$^2$ with Coulomb energy $J=0.7813468$ hartree for $u=1.0$, $w=0.6$ bohr$^{-1}$, $R=1.5$ bohr.

## Check in Python

```python
# Result under test (Hartree units). With r_iA, r_iB, r12 the distances and R the bond length,
#  f(R) = R int d3r1/4pi d3r2/4pi exp(-a r1A -b r1B -p r2A -q r2B -c r12)/(r1A r1B r2A r2B r12)
# obeys [s4 D^2 R D^2 + s2 D R D + s0 R] f = F(R), D = d/dR, F built from exponentials, E1, Ein.
# g(t) = Laplace transform of f; G(m+) = -dg/dm^2; A = matrix of the integration-by-parts rows.
# James-Coolidge case a=b=u, p=q=w, c=0, s=u+w, d=u-w:
#  4uw f = e^{-sR}(gamma+ln(2uwR/s)) + e^{dR}E1(2uR) + e^{-dR}E1(2wR) - e^{sR}E1(2sR).
# Independent road: e^{-mr}/r = pi^{-1/2} int dg g^{-1/2} e^{-g r^2 - m^2/4g} for all five factors,
# Gaussian integrals and overall scale done exactly, four log-ratios by the trapezoid rule:
#  f = R/(16 pi) int d4(ln g) prod sqrt(g) Delta^{-3/2} mu^{-1/2} exp(-R Phi), Phi = 2 sqrt(kappa mu).
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants
mp.mp.dps = 30
M = mp.mpf

def sigmas(a, b, p, q, c):
    return (c*c, c*c*(c*c-a*a-b*b-p*p-q*q)+(a*a-b*b)*(p*p-q*q),
            c*c*(a*a-p*p)*(b*b-q*q)+(a*a-b*b-p*p+q*q)*(a*a*q*q-b*b*p*p))
def amat(t, a, b, p, q, c):
    return [[2*t*t, t*t+b*b-q*q, t*t+a*a-p*p], [t*t+b*b-q*q, 2*b*b, a*a+b*b-c*c],
            [t*t+a*a-p*p, a*a+b*b-c*c, 2*a*a]]

# symbolic algebra
t_, a_, b_, p_, q_, c_, u_, w_, x_, y_, R_, k_ = sp.symbols('t a b p q c u w x y R k', positive=True)
As = sp.Matrix(amat(t_, a_, b_, p_, q_, c_)); S4, S2, S0 = sigmas(a_, b_, p_, q_, c_)
assert sp.expand(As.det()+2*(S4*t_**4+S2*t_**2+S0)) == 0
cof = [As.cofactor(0, i) for i in range(3)]
assert sp.expand(sp.diff(As.det(), t_)-4*t_*sum(cof)) == 0
assert sp.expand(cof[0]-(c_**2-(a_-b_)**2)*((a_+b_)**2-c_**2)) == 0
for sg in (1, -1):
    assert sp.expand(cof[1].subs(t_, p_+sg*a_)+2*a_*(a_*(c_**2+p_**2-q_**2)+sg*p_*(c_**2+a_**2-b_**2))) == 0
K4, K2, K0 = sigmas(u_+y_, u_-y_, w_+x_, w_-x_, c_)
assert sp.expand(K2-(c_**4-2*c_**2*(u_**2+w_**2+x_**2+y_**2)+16*u_*w_*x_*y_)) == 0
assert sp.expand(K0-c_**2*(u_+w_-x_-y_)*(u_-w_+x_-y_)*(u_-w_-x_+y_)*(u_+w_+x_+y_)
                 - 16*(w_*x_-u_*y_)*(u_*x_-w_*y_)*(u_*w_-x_*y_)) == 0
assert sp.simplify(sp.diff(R_*sp.diff(R_**k_, R_, 2), R_, 2)/R_**(k_-3)-k_*(k_-1)**2*(k_-2)) == 0

# closed forms
Ein = lambda z: z*mp.hyp2f2(1, 1, 2, 2, -z)
Y = lambda al, be, R: (mp.exp(-be*R)-mp.exp(-al*R))/(R*(al*al-be*be))
def H(al, be, R):
    return (mp.exp(al*R)*mp.e1((al+be)*R)
            + mp.exp(-al*R)*(mp.euler+mp.log((al+be)*R)-Ein((be-al)*R)))/(2*al)
Gam = lambda T, al, be: mp.log((T+be)/(al+be))/(T*T-al*al)
def centre(a, b, p, q, c, R):
    tot = a+b+p+q
    lp = (a*(c*c+p*p-q*q)+p*(c*c+a*a-b*b))/2; lm = (a*(c*c+p*p-q*q)-p*(c*c+a*a-b*b))/2
    S = mp.exp((a+p)*R)*mp.e1(tot*R)+mp.exp(-(a+p)*R)*(mp.euler+mp.log((a+b+c)*(p+q+c)*R/tot)
        - Ein((q+c-p)*R)-Ein((b+c-a)*R)+Ein((b+q-a-p)*R))
    T = mp.exp((a-p)*R)*mp.e1((a+b+c)*R)-mp.exp((p-a)*R)*mp.e1((p+q+c)*R)
    return lp, S, lm, T
def F_el(a, b, p, q, c, R):
    e = lambda k, extra: (1/R**2+(k+extra)/R)*mp.exp(-k*R)
    return c*(e(a+q+c, c)+e(b+p+c, c)-e(a+p, 0)-e(b+q, 0))
def F(a, b, p, q, c, R):
    A, B = centre(a, b, p, q, c, R), centre(b, a, q, p, c, R)
    return F_el(a, b, p, q, c, R)-A[0]*A[1]-A[2]*A[3]-B[0]*B[1]-B[2]*B[3]
def F_operator(a, b, p, q, c, R):
    d = lambda fn, n: mp.diff(fn, R, n)
    C1 = 4*a*a*b*b-(a*a+b*b-c*c)**2
    out = C1*d(lambda r: mp.exp(-p*r)*Y(a, b+c, r)/(2*b)+mp.exp(-q*r)*Y(a+c, b, r)/(2*a), 1)
    for (a, b, p, q) in ((a, b, p, q), (b, a, q, p)):
        n = b*b-a*a-c*c; c0 = -2*a*a*(b*b-q*q)+(a*a-p*p)*(a*a+b*b-c*c)
        odd = lambda r: (mp.exp(-a*r)*H(p, q+c, r)-H(a+p, b+q, r))/(2*a)
        even = lambda r: (mp.exp(-a*r)*H(p, q+c, r)-mp.exp(-p*r)*H(a, b+c, r))/2
        out -= n*d(odd, 3)+c0*d(odd, 1)+n*d(even, 2)+c0*even(R)
    return out
def jc_terms(u, w, R):
    s, d = u+w, u-w
    return [mp.exp(-s*R)*(mp.euler+mp.log(2*u*w*R/s)), mp.exp(d*R)*mp.e1(2*u*R),
            mp.exp(-d*R)*mp.e1(2*w*R), -mp.exp(s*R)*mp.e1(2*s*R)]
f_jc = lambda u, w, R: sum(jc_terms(u, w, R))/(4*u*w)
def F0(u, w, R):
    s, d = u+w, u-w; T = jc_terms(u, w, R)
    return 2*(1/R-s)*mp.exp(-s*R)-s*(T[0]-T[3])-d*(T[1]-T[2])

# one-electron integral H: definition in bipolar coordinates, its equation, its Laplace transform
for al, be, R in ((0.7, 1.5, 1.5), (1.9, 0.6, 0.8)):
    ig = lambda r: np.exp(-be*r)/r*(np.exp(-al*abs(R-r))-np.exp(-al*(R+r)))/(2*al)
    direct = quad(ig, 0, R, epsabs=1e-13)[0]+quad(ig, R, np.inf, epsabs=1e-13)[0]
    assert abs(direct-H(M(al), M(be), M(R))) < 1e-9
    assert abs(mp.diff(lambda r: H(M(al), M(be), r), M(R), 2)-M(al)**2*H(M(al), M(be), M(R))
               + mp.exp(-M(be)*R)/R) < 1e-15
lap = sum(quad(lambda r: float(mp.exp(-2.1*r)*H(M(0.7), M(1.5), M(r))), lo, hi, epsabs=1e-12)[0]
          for lo, hi in ((0, 1), (1, 14)))
assert abs(lap-Gam(M(2.1), M(0.7), M(1.5))) < 1e-8

# four-dimensional quadrature from the definition, gauge g_a = 1
sets = [(1.2, 0.8, 0.7, 1.0, 0.5, 1.5), (0.5, 1.6, 1.3, 0.4, 1.0, 0.8),
        (1.2, 0.8, 0.7, 1.0, 0.0, 1.5), (1.0, 1.0, 0.6, 0.6, 0.0, 1.5)]
h = 0.8; tl = 0.9
gv = np.exp(h*np.arange(-28, 29)); gb, gp, gq = np.meshgrid(gv, gv, gv, indexing='ij')
P1 = (1+gb)*(gp+gq); Sg = 1+gb+gp+gq
N0 = gb*(gp+gq)+gp*gq*(1+gb); N1 = (1+gp)*(gb+gq); root = np.sqrt(gb*gp*gq)
mu0 = [(s[0]**2+s[1]**2/gb+s[2]**2/gp+s[3]**2/gq)/4 for s in sets]
mom = np.zeros((4, 5)); lapq = np.zeros(4)
for j in range(-50, 29):
    gc = np.exp(h*j); De = P1+gc*Sg; kap = (N0+gc*N1)/De; w0 = root*np.sqrt(gc)/(De*np.sqrt(De))
    for i, s in enumerate(sets):
        if s[4] > 0 and j < -28:
            continue
        mu = mu0[i]+s[4]**2/(4*gc); Ph = 2*np.sqrt(kap*mu); W = w0/np.sqrt(mu)
        E = W*np.exp(-s[5]*Ph)
        for k in range(5):
            mom[i, k] += E.sum(); E = E*Ph
        if i == 0:
            iv = 1/(tl+Ph); W2 = W*iv*iv; X = W2*(0.5+Ph*iv)/(4*mu)
            lapq += [W2.sum(), (W2*iv).sum()/tl, (X/gb).sum(), X.sum()]
mom *= h**4/(16*np.pi); lapq *= h**4/(16*np.pi)
def derivs(i):
    R = sets[i][5]
    return [R*(-1)**n*mom[i, n]+(n*(-1)**(n-1)*mom[i, n-1] if n else 0) for n in range(5)]
def lhs_terms(sig, R, fd):
    return [sig[0]*(R*fd[4]+2*fd[3]), sig[1]*(R*fd[2]+fd[1]), sig[2]*R*fd[0]]

# integration-by-parts rows and first-order equation in t
a, b, p, q, c, R = [M(str(v)) for v in sets[0]]; t = M(str(tl))
K1B, K2B, KcB = Gam(t+a, p, q+c), Gam(t+p, a, b+c), Gam(t, a+p, b+q)
K1A, K2A, KcA = Gam(t+b, q, p+c), Gam(t+q, b, a+c), Gam(t, b+q, a+p)
L = [(Gam(a+b, c, p+q)-Gam(a, b+c, t+p))/(2*b)+(Gam(a+b, c, p+q)-Gam(a+c, b, t+q))/(2*a),
     (K1B-K2B)/(2*t)+(K1B-KcB)/(2*a), (K1A-K2A)/(2*t)+(K1A-KcA)/(2*b)]
An = amat(t, a, b, p, q, c); g = lapq[0]
rows = [sum(An[i][m]*lapq[1+m] for m in range(3)) for i in range(3)]
for i in range(3):
    assert abs(rows[i]-g-L[i]) < 1e-6*g
sig = sigmas(a, b, p, q, c)
Cn = [M(str(sp.N(z.subs({t_: tl, a_: 1.2, b_: 0.8, p_: 0.7, q_: 1.0, c_: 0.5})))) for z in cof]
lt = (sig[0]*t**4+sig[1]*t*t+sig[2])*(-2*t*lapq[1])+(2*sig[0]*t**3+sig[1]*t)*g
rt = t*sum(Cn[i]*L[i] for i in range(3))
assert abs(lt-rt) < 1e-6*g

# equation in R, general and Kolos-Wolniewicz (c=0) cases
res = []
for i in range(3):
    pr = [M(str(v)) for v in sets[i]]
    tm = lhs_terms(sigmas(*pr[:5]), pr[5], derivs(i)); Fv = F(*pr)
    assert abs(sum(tm)-Fv) < 1e-6*max(abs(z) for z in tm)
    assert abs(F_operator(*pr)-Fv) < 1e-14
    res.append((tm, Fv))
assert abs(M('1e-8')*F(a, b, p, q, c, M('1e-8'))-2*c*c) < 1e-5

# James-Coolidge case
u, w = M(1), M('0.6'); s_, d_ = u+w, u-w; sj = (1, -2*(u*u+w*w), (u*u-w*w)**2)
fj = f_jc(u, w, R)
assert abs(derivs(3)[0]-fj) < 1e-6*fj
shell = mp.exp(-s_*R)/(2*u*w)*mp.quad(lambda z: mp.expm1(-u*R*z)*mp.expm1(-w*R*z)/(z*(z+2)), [0, 1, 5, 30, mp.inf])
assert abs(shell-fj) < 1e-12
tj = lhs_terms(sj, R, derivs(3))
assert abs(sum(tj)-F0(u, w, R)) < 1e-6*max(abs(z) for z in tj)
for uu, ww, rr in ((u, w, R), (M('0.4'), M('1.3'), M('0.3')), (u, u, M(4))):
    fd = [mp.diff(lambda r: f_jc(uu, ww, r), rr, n) for n in range(5)]
    assert abs(sum(lhs_terms((1, -2*(uu*uu+ww*ww), (uu*uu-ww*ww)**2), rr, fd))-F0(uu, ww, rr)) < 1e-14
    assert abs(F(uu, uu, ww, ww, M('1e-8'), rr)/M('1e-16')-F0(uu, ww, rr)) < 1e-6
I0 = mp.log(s_/w)/(2*u)+mp.log(s_/u)/(2*w)
assert abs(mp.quad(lambda al: mp.log(1+al/(2*w))/al**2, [2*u, 10, 100, mp.inf])-I0) < 1e-10
with mp.workdps(60):
    I0h = mp.log((u+w)/w)/(2*u)+mp.log((u+w)/u)/(2*w); r0 = M('1e-12')
    dd = lambda r: (f_jc(u, w, r)/r-I0h)/r
    assert abs(f_jc(u, w, r0)/r0-I0h) < 1e-9
    logc = (dd(r0)-dd(r0/2))/mp.log(2)
    assert abs(logc-1) < 1e-8
eta, we = np.polynomial.legendre.leggauss(80); ph = 2*np.pi*np.arange(120)/120; xs = 1.5; Rf = 1.5
rho2 = (Rf/2*np.sqrt((xs*xs-1)*(1-eta**2)))[:, None]; z2 = (Rf/2*xs*eta)[:, None]
for xi, et in ((2.5, 0.3), (1.1, -0.6)):
    r1, z1 = Rf/2*np.sqrt((xi*xi-1)*(1-et*et)), Rf/2*xi*et
    av = (we*(1/np.sqrt(r1*r1+rho2**2-2*r1*rho2*np.cos(ph)+(z1-z2)**2)).mean(axis=1)).sum()/2
    xg = max(xi, xs)
    assert abs(av-np.log((xg+1)/(xg-1))/Rf) < 1e-8
J = 4*u*w*mp.exp(s_*R)*fj/R; eV = physical_constants['Hartree energy in eV'][0]

fm = lambda *v: ', '.join('%.7g' % float(z) for z in v)
print('general: a,b,p,q,c =', fm(a, b, p, q, c), 'bohr^-1; R =', fm(R), 'bohr')
print('sigma4 (bohr^-2), sigma2 (bohr^-4), sigma0 (bohr^-6) =', fm(*sig))
print('Laplace t =', fm(t), 'bohr^-1; g =', fm(g), 'bohr^3')
print('G(t+),G(b+),G(a+) =', fm(*lapq[1:]), 'bohr^5')
print('L1,L2,L3 =', fm(*L), 'bohr^3')
print('A.G+ rows =', fm(*rows), 'bohr^3')
print('g+L rows  =', fm(*[g+z for z in L]), 'bohr^3')
print('cofactors C1,C2,C3 =', fm(*Cn), 'bohr^-4')
print("sigma g'+sigma' g/2 =", fm(lt), '; t sum C L =', fm(rt), 'bohr^-2')
print('f =', fm(derivs(0)[0]), 'bohr^2')
print('f1..f4 (bohr^1,0,-1,-2) =', fm(*derivs(0)[1:]))
print('terms sigma4,sigma2,sigma0 =', fm(*res[0][0]), 'bohr^-3')
print('left side =', fm(sum(res[0][0])), 'bohr^-3')
for nm, cv in (('A', centre(a, b, p, q, c, R)), ('B', centre(b, a, q, p, c, R))):
    print('lambda+,lambda- ' + nm, '=', fm(cv[0], cv[2]), 'bohr^-3; S,T =', fm(cv[1], cv[3]))
print('F_el =', fm(F_el(a, b, p, q, c, R)), '; F =', fm(res[0][1]), 'bohr^-3')
print('second set a,b,p,q,c (bohr^-1), R (bohr) =', fm(*sets[1]))
print('  left =', fm(sum(res[1][0])), '; F =', fm(res[1][1]), 'bohr^-3')
print('c=0, other inputs as general: sigma2, sigma0 =', fm(*sigmas(a, b, p, q, 0)[1:]), '(bohr^-4,-6)')
print('  f =', fm(derivs(2)[0]), 'bohr^2; left =', fm(sum(res[2][0])), '; F =', fm(res[2][1]), 'bohr^-3')
print('JC: u,w,s,d =', fm(u, w, s_, d_), 'bohr^-1; R =', fm(R), 'bohr')
print('E1(2uR),E1(2wR),E1(2sR) =', fm(mp.e1(2*u*R), mp.e1(2*w*R), mp.e1(2*s_*R)))
print('gamma+ln(2uwR/s) =', fm(mp.euler+mp.log(2*u*w*R/s_)))
print('four bracket terms =', fm(*jc_terms(u, w, R)))
print('f closed, 4D quadrature, shell integral =', fm(fj, derivs(3)[0], shell), 'bohr^2')
print('JC operator coefficients (1, bohr^-2, bohr^-4) =', fm(*sj))
print('JC operator terms =', fm(*tj), 'bohr^-1')
print('JC left =', fm(sum(tj)), '; F0 =', fm(F0(u, w, R)), 'bohr^-1')
print('I0 =', fm(I0), 'bohr; coefficient of R^2 ln R =', fm(logc))
print('J =', fm(J), 'hartree =', fm(J*eV), 'eV')
print('no test failed')
```

It prints:

```
general: a,b,p,q,c = 1.2, 0.8, 0.7, 1, 0.5 bohr^-1; R = 1.5 bohr
sigma4 (bohr^-2), sigma2 (bohr^-4), sigma0 (bohr^-6) = 0.25, -1.238, 1.390084
Laplace t = 0.9 bohr^-1; g = 0.03582525 bohr^3
G(t+),G(b+),G(a+) = 0.0113794, 0.01319232, 0.008443844 bohr^5
L1,L2,L3 = 0.003407092, 0.001633891, 0.03266272 bohr^3
A.G+ rows = 0.03923234, 0.03745914, 0.06848797 bohr^3
g+L rows  = 0.03923234, 0.03745914, 0.06848797 bohr^3
cofactors C1,C2,C3 = 0.3375, 1.9248, -1.4293 bohr^-4
sigma g'+sigma' g/2 = -0.03815102 ; t sum C L = -0.03815102 bohr^-2
f = 0.01440066 bohr^2
f1..f4 (bohr^1,0,-1,-2) = -0.02362025, 0.03518214, -0.04032593, -0.0004413373
terms sigma4,sigma2,sigma0 = -0.02032847, -0.03609136, 0.0300272 bohr^-3
left side = -0.02639263 bohr^-3
lambda+,lambda- A = 0.2115, -0.5235 bohr^-3; S,T = 0.01975643, 0.00662522
lambda+,lambda- B = 0.029, 0.579 bohr^-3; S,T = 0.02526352, -0.008270417
F_el = -0.02973837 ; F = -0.02639263 bohr^-3
second set a,b,p,q,c (bohr^-1), R (bohr) = 0.5, 1.6, 1.3, 0.4, 1, 0.8
  left = -0.1018539 ; F = -0.1018539 bohr^-3
c=0, other inputs as general: sigma2, sigma0 = -0.408, 1.475584 (bohr^-4,-6)
  f = 0.02430164 bohr^2; left = 0.04005626 ; F = 0.04005626 bohr^-3
JC: u,w,s,d = 1, 0.6, 1.6, 0.4 bohr^-1; R = 1.5 bohr
E1(2uR),E1(2wR),E1(2sR) = 0.01304838, 0.06471313, 0.001452994
gamma+ln(2uwR/s) = 0.6949987
four bracket terms = 0.06304886, 0.0237757, 0.03551532, -0.01601661
f closed, 4D quadrature, shell integral = 0.04430136, 0.04430136, 0.04430136 bohr^2
JC operator coefficients (1, bohr^-2, bohr^-4) = 1, -2.72, 0.4096
JC operator terms = -0.2462503, -0.07211751, 0.02721876 bohr^-1
JC left = -0.2911491 ; F0 = -0.2911491 bohr^-1
I0 = 0.8820843 bohr; coefficient of R^2 ln R = 1
J = 0.7813468 hartree = 21.26153 eV
no test failed
```
